# Why photon exchange repels like charges and scalar exchange attracts: verification in Python

```python
"""
Result under test: at low momentum, one-photon exchange gives
    V(r) = Q1 Q2 / (4 pi r), with Q reversed for an antiparticle,
and scalar exchange gives
    V(r) = -g1 g2 exp(-mu r) / (4 pi r), the same for antiparticles.
Symbols: Q physical charge, g scalar coupling, mu scalar mass, r separation,
p momentum, q momentum transfer, m fermion mass (m = 1 in amplitudes).
Metric (+,-,-,-), hbar = c = 1, and e^2 = 4 pi alpha.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

I2 = np.eye(2, dtype=complex)
ZERO2 = np.zeros((2, 2), dtype=complex)
PAULI = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
GAMMA = [np.block([[I2, ZERO2], [ZERO2, -I2]])]
GAMMA += [np.block([[ZERO2, s], [-s, ZERO2]]) for s in PAULI]
UNIT = np.eye(4, dtype=complex)
METRIC = np.array([1.0, -1.0, -1.0, -1.0])


def energy(p):
    return np.sqrt(1.0 + np.dot(p, p))


def spinor_u(p):
    """Positive-energy solution, particle spin up along z."""
    xi = np.array([1, 0], dtype=complex)
    root = np.sqrt(energy(p) + 1)
    sp = sum(p[i] * PAULI[i] for i in range(3))
    return np.concatenate([root * xi, sp @ xi / root])


def spinor_v(p):
    """Negative-energy solution, antiparticle spin up along z."""
    eta = np.array([0, 1], dtype=complex)
    root = np.sqrt(energy(p) + 1)
    sp = sum(p[i] * PAULI[i] for i in range(3))
    return np.concatenate([sp @ eta / root, root * eta])


def fermion_annihilators(count):
    """Anticommuting matrices for a finite set of fermion modes."""
    lower = np.array([[0, 1], [0, 0]], dtype=complex)
    result = []
    for j in range(count):
        matrix = np.eye(1, dtype=complex)
        for k in range(count):
            factor = PAULI[2] if k < j else (lower if k == j else I2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


MODES = fermion_annihilators(4)
VACUUM = np.zeros(16, dtype=complex)
VACUUM[0] = 1


def bilinear(kind, vertex, p_in, p_out):
    """<out| psibar vertex psi |in> from operators; p_in differs from p_out."""
    b_in, b_out, d_in, d_out = MODES
    u_in, u_out = spinor_u(p_in), spinor_u(p_out)
    v_in, v_out = spinor_v(p_in), spinor_v(p_out)
    psi = [b_in * u_in[a] + b_out * u_out[a]
           + d_in.conj().T * v_in[a] + d_out.conj().T * v_out[a]
           for a in range(4)]
    kernel = GAMMA[0] @ vertex
    operator = sum(kernel[a, b] * psi[a].conj().T @ psi[b]
                   for a in range(4) for b in range(4))
    first, last = (b_in, b_out) if kind == "particle" else (d_in, d_out)
    return np.vdot(last.conj().T @ VACUUM,
                   operator @ (first.conj().T @ VACUUM))


def current(kind, p_in, p_out):
    return np.array([bilinear(kind, g, p_in, p_out) for g in GAMMA])


# Physical units and round model parameters
alpha = const.fine_structure
hbar_c = const.hbar * const.c / const.e * 1e9       # eV nm
electron_mass = const.m_e * const.c**2 / const.e    # eV
distance = 0.1                                      # nm
scalar_mass_eV = hbar_c / distance
mu = scalar_mass_eV / electron_mass
momentum = 0.01


def scaled_potential(exchange, kind1, kind2, p):
    """Momentum-space potential times (q^2 + mass^2)/coupling^2."""
    a_in, a_out = np.array([p, 0, 0]), np.array([0, p, 0])
    q2 = np.dot(a_in - a_out, a_in - a_out)
    if exchange == "photon":
        j1 = current(kind1, a_in, a_out)
        j2 = current(kind2, -a_in, -a_out)
        i_amp = (-1j)**2 * np.sum(j1 * (-1j * METRIC / (-q2)) * j2)
        denominator = q2
    else:
        s1 = bilinear(kind1, UNIT, a_in, a_out)
        s2 = bilinear(kind2, UNIT, -a_in, -a_out)
        i_amp = (-1j)**2 * s1 * s2 * 1j / (-q2 - mu**2)
        denominator = q2 + mu**2
    amplitude = i_amp / 1j
    return -amplitude / (4 * energy(a_in)**2) * denominator


# Antiparticle bilinears: operator ordering versus spinor expression
pa, pb = np.array([0.3, 0.1, 0.5]), np.array([-0.2, 0.4, 0.1])
for vertex in GAMMA + [UNIT]:
    expected = -spinor_v(pa).conj() @ GAMMA[0] @ vertex @ spinor_v(pb)
    assert abs(bilinear("antiparticle", vertex, pa, pb) - expected) < 1e-12
    expected = spinor_u(pb).conj() @ GAMMA[0] @ vertex @ spinor_u(pa)
    assert abs(bilinear("particle", vertex, pa, pb) - expected) < 1e-12

slow_in, slow_out = np.array([1e-4, 0, 0]), np.array([0, 1e-4, 0])
print("Slow-fermion bilinears divided by 2m (dimensionless)")
for kind, vector_sign in [("particle", 1), ("antiparticle", -1)]:
    vec = bilinear(kind, GAMMA[0], slow_in, slow_out) / 2
    sca = bilinear(kind, UNIT, slow_in, slow_out) / 2
    assert abs(vec - vector_sign) < 1e-7 and abs(sca - 1) < 1e-7
    print(f"  {kind}: vector {vec.real:+.4f}, scalar {sca.real:+.4f}")

# Current conservation, including nonzero energy transfer
k = np.concatenate([[energy(pa) - energy(pb)], pa - pb])
for kind in ("particle", "antiparticle"):
    assert abs(np.sum(METRIC * k * current(kind, pa, pb))) < 1e-12

# Full amplitudes at finite momentum and their zero-momentum limits
pairs = [("particle", "particle"), ("particle", "antiparticle"),
         ("antiparticle", "antiparticle")]
short = {"particle": "P", "antiparticle": "A"}
limits = {}
print("P = particle, A = antiparticle")
print(f"Momentum p/m = {momentum:.3f} (dimensionless)")
print("Scaled potential: photon q^2 V/e^2; scalar (q^2+mu^2)V/g^2")
for exchange in ("photon", "scalar"):
    for kind1, kind2 in pairs:
        full = scaled_potential(exchange, kind1, kind2, momentum)
        half = scaled_potential(exchange, kind1, kind2, momentum / 2)
        limit = (4 * half - full) / 3
        sign = -1 if exchange == "scalar" or kind1 != kind2 else 1
        assert abs(limit - sign) < 1e-6
        assert abs(abs(full - sign) / abs(half - sign) - 4) < 0.02
        name = short[kind1] + short[kind2]
        limits[exchange, name] = limit.real
        print(f"  {exchange} {name}: at p {full.real:+.6f}, "
              f"limit {limit.real:+.6f}")

# Parallel motion: spatial exchange has the opposite sign to charge exchange
long_p, small_q = 0.5, 1e-3
left = np.array([-small_q / 2, 0, long_p])
right = np.array([small_q / 2, 0, long_p])
j1, j2 = current("particle", left, right), current("particle", right, left)
parts = METRIC * j1 * j2
current_ratio = (np.sum(parts[1:]) / parts[0]).real
speed2 = long_p**2 / (1 + long_p**2)
assert abs(current_ratio + speed2) < 1e-5
print(f"Parallel like charges: p/m = {long_p:.2f}, v^2/c^2 = {speed2:.4f}")
print(f"  current part / charge part = {current_ratio:+.4f}")

# Annihilation of a same-species triplet compared with exchange
p_in, p_out = np.array([momentum, 0, 0]), np.array([0, momentum, 0])
q2 = 2 * momentum**2
s_inv = 4 * energy(p_in)**2
u1, v1 = spinor_u(p_in), spinor_v(-p_in)
u2, v2 = spinor_u(p_out), spinor_v(-p_out)
create = np.array([v1.conj() @ GAMMA[0] @ g @ u1 for g in GAMMA])
emit = np.array([u2.conj() @ GAMMA[0] @ g @ v2 for g in GAMMA])
annihilation = abs(np.sum(METRIC * create * emit)) / s_inv
exchange_size = abs(scaled_potential("photon", "particle", "antiparticle",
                                    momentum)) * s_inv / q2
photon_ratio = annihilation / exchange_size
assert abs(photon_ratio / q2 - 0.5) < 1e-3
scalar_ann = abs((v1.conj() @ GAMMA[0] @ u1)
                 * (u2.conj() @ GAMMA[0] @ v2) / (s_inv - mu**2))
scalar_exch = abs(scaled_potential("scalar", "particle", "antiparticle",
                                  momentum)) * s_inv / (q2 + mu**2)
scalar_ratio = scalar_ann / scalar_exch
assert scalar_ratio < 1e-3 * photon_ratio
print(f"Annihilation/exchange at p/m = {momentum:.3f}, triplet")
print(f"  photon {photon_ratio:.3e}, scalar {scalar_ratio:.3e}")


def fourier_green(r, mass):
    """Three-dimensional Fourier transform of 1/(q^2 + mass^2)."""
    if mass == 0:
        near = quad(lambda q: r * np.sinc(q * r / np.pi), 0, 1)[0]
        far = quad(lambda q: 1 / q, 1, np.inf, weight="sin", wvar=r,
                   epsabs=1e-10, limlst=200)[0]
        integral = near + far
    else:
        integral = quad(lambda q: q / (q*q + mass*mass), 0, np.inf,
                        weight="sin", wvar=r, epsabs=1e-10, limlst=200)[0]
    return integral / (2 * np.pi**2 * r)


# Position-space energies and forces; length unit is the chosen distance
print(f"Separation = {distance:.3f} nm")
print(f"hbar c = {hbar_c:.4f} eV nm; 1/alpha = {1/alpha:.4f}")
print(f"Scalar mass energy = {scalar_mass_eV:.2f} eV; g^2/e^2 = {1.0:.1f}")
step = 0.01
for exchange, mass in [("photon", 0), ("scalar", 1)]:
    green = fourier_green(1.0, mass)
    assert abs(green - np.exp(-mass) / (4 * np.pi)) < 1e-7
    slope = (fourier_green(1 + step, mass)
             - fourier_green(1 - step, mass)) / (2 * step)
    expected_slope = -(1 + mass) * np.exp(-mass) / (4 * np.pi)
    assert abs(slope / expected_slope - 1) < 1e-3
    for name in ("PP", "PA", "AA"):
        scale = limits[exchange, name] * 4 * np.pi * alpha * hbar_c
        potential = scale * green / distance
        force = -scale * slope / distance**2
        repels = exchange == "photon" and name != "PA"
        assert (force > 0) == repels
        print(f"  {exchange} {name}: V = {potential:+.3f} eV, "
              f"force = {force:+.1f} eV/nm")

# Static field energies of two narrow Gaussian unit sources at unit distance
width = 0.12
t, wt = np.polynomial.legendre.leggauss(300)
t, wt = (t + 1) / 2, wt / 2
cosine, wc = np.polynomial.legendre.leggauss(300)
radius = (t / (1 - t))[:, None]
weight = 2 * np.pi * radius**2 * (wt / (1 - t)**2)[:, None] * wc[None, :]
z = radius * cosine[None, :]
rho = radius * np.sqrt(1 - cosine[None, :]**2)


def source_fields(center):
    dz = z - center
    s = np.sqrt(rho**2 + dz**2)
    gaussian = np.exp(-s**2 / (2 * width**2))
    enclosed = erf(s / (np.sqrt(2) * width))
    radial = enclosed - np.sqrt(2 / np.pi) * s / width * gaussian
    radial = radial / (4 * np.pi * s**2)
    density = gaussian / ((2 * np.pi)**1.5 * width**3)
    potential = erf(s / (np.sqrt(2) * width)) / (4 * np.pi * s)
    return radial * rho / s, radial * dz / s, density, potential


er1, ez1, density1, pot1 = source_fields(-0.5)
er2, ez2, density2, pot2 = source_fields(0.5)
field_cross = np.sum(weight * (er1 * er2 + ez1 * ez2))
coupling_cross = -np.sum(weight * (density1 * pot2 + density2 * pot1))
unit_energy = 1 / (4 * np.pi)
assert abs(field_cross / unit_energy - 1) < 1e-5
assert abs((field_cross + coupling_cross) / unit_energy + 1) < 1e-5
print("Static cross energies in units of coupling^2/(4 pi r)")
print(f"  electric field energy = {field_cross/unit_energy:+.5f}")
print(f"  scalar gradient energy = {field_cross/unit_energy:+.5f}")
print(f"  scalar source coupling = {coupling_cross/unit_energy:+.5f}")
print(f"  massless scalar total = "
      f"{(field_cross + coupling_cross)/unit_energy:+.5f}")

print("all tests passed")
```

It prints:

```
Slow-fermion bilinears divided by 2m (dimensionless)
  particle: vector +1.0000, scalar +1.0000
  antiparticle: vector -1.0000, scalar +1.0000
P = particle, A = antiparticle
Momentum p/m = 0.010 (dimensionless)
Scaled potential: photon q^2 V/e^2; scalar (q^2+mu^2)V/g^2
  photon PP: at p +0.999950, limit +1.000000
  photon PA: at p -0.999950, limit -1.000000
  photon AA: at p +0.999950, limit +1.000000
  scalar PP: at p -0.999950, limit -1.000000
  scalar PA: at p -0.999950, limit -1.000000
  scalar AA: at p -0.999950, limit -1.000000
Parallel like charges: p/m = 0.50, v^2/c^2 = 0.2000
  current part / charge part = -0.2000
Annihilation/exchange at p/m = 0.010, triplet
  photon 9.999e-05, scalar 5.372e-09
Separation = 0.100 nm
hbar c = 197.3270 eV nm; 1/alpha = 137.0360
Scalar mass energy = 1973.27 eV; g^2/e^2 = 1.0
  photon PP: V = +14.400 eV, force = +144.0 eV/nm
  photon PA: V = -14.400 eV, force = -144.0 eV/nm
  photon AA: V = +14.400 eV, force = +144.0 eV/nm
  scalar PP: V = -5.297 eV, force = -106.0 eV/nm
  scalar PA: V = -5.297 eV, force = -106.0 eV/nm
  scalar AA: V = -5.297 eV, force = -106.0 eV/nm
Static cross energies in units of coupling^2/(4 pi r)
  electric field energy = +1.00000
  scalar gradient energy = +1.00000
  scalar source coupling = -2.00000
  massless scalar total = -1.00000
all tests passed
```
